\section*{How Fast Do Flat-Band Wannier Functions Decay on the Sawtooth Chain?}

\section{The question}

The flat band of the sawtooth chain is spanned by states that live on three sites each. Neighbouring states share a site, so they are not orthogonal. If they are orthogonalized symmetrically, each acquires tails. How large are these tails, how do they scale with distance, and how much of the answer can be read from the overlap of two neighbours?

The chain has base sites $A_n$ at $x=n$ and tooth sites $B_n$ at $x=n+\tfrac12$, with $x$ in units of the cell length $a$ and the wave number $k$ in units of $1/a$. The algebra is in atomic units. The site orbitals are orthonormal, all site energies are zero, and electrons do not interact. With $t>0$,
\begin{equation}
H=t\sum_n\Big[|A_{n+1}\rangle\langle A_n|+\sqrt2\,|B_n\rangle\big(\langle A_n|+\langle A_{n+1}|\big)\Big]+\text{h.c.}
\end{equation}
Reversing the sign of $H$ puts the flat band at the top of the spectrum and leaves its states unchanged.

\section{The compact states and their overlap}

Try a state with amplitude $\alpha$ on $A_n$ and $\beta$ on $B_{n-1}$ and $B_n$. Acting with $H$ must produce nothing on the outer site $A_{n+1}$, which is reached from $A_n$ and from $B_n$:
\begin{equation}
t\alpha+\sqrt2\,t\beta=0\quad\Rightarrow\quad \alpha=-\sqrt2\,\beta .
\end{equation}
The site $A_{n-1}$ gives the same condition. On $A_n$ the result is $2\sqrt2\,t\beta=-2t\alpha$, and on each tooth it is $\sqrt2\,t\alpha=-2t\beta$. The energy is therefore $-2t$. Normalization, $\alpha^2+2\beta^2=4\beta^2=1$, gives
\begin{equation}
|V_n\rangle=\tfrac12|B_{n-1}\rangle-\tfrac1{\sqrt2}|A_n\rangle+\tfrac12|B_n\rangle .
\end{equation}

This is the lowest energy. Let $|u_n\rangle=|A_n\rangle+|A_{n+1}\rangle+\sqrt2|B_n\rangle$ for each triangle. In $t\sum_n|u_n\rangle\langle u_n|$ the off-diagonal terms are the hoppings of $H$. Each $A$ site belongs to two triangles and collects $2t$ on the diagonal; each $B$ site collects $(\sqrt2)^2t=2t$. Hence $H+2t=t\sum_n|u_n\rangle\langle u_n|\ge0$.

The states $V_n$ and $V_{n+1}$ share only $B_n$, so their overlap is $\tfrac12\cdot\tfrac12=\tfrac14$. More distant states share nothing. The Fourier transform of the overlap matrix is
\begin{equation}
S(k)=\sum_m\langle V_0|V_m\rangle e^{ikm}=1+\tfrac12\cos k .
\end{equation}
It is positive for real $k$, so the $V_n$ supply one state at every $k$ and span the band.

The same function measures the band separation. The trace of the Bloch Hamiltonian is $2t\cos k$, because the $B$ sites contribute nothing to it. With $E_1=-2t$ this gives $E_2=2t+2t\cos k$, and
\begin{equation}
E_2-E_1=4t+2t\cos k=4t\,S(k).
\end{equation}
The gap is $2t$, at $k=\pi$. A zero of $S$ at complex $k$ is a point where the two bands meet, and it will set the decay.

\section{The rate from the overlap}

Seek a factorization of $S$ with a real number $r<1$:
\begin{equation}
S(k)=\frac{(1+re^{ik})(1+re^{-ik})}{4r}=\frac{1+r^2}{4r}+\tfrac12\cos k .
\label{fac}
\end{equation}
The constant term must be one, so
\begin{equation}
r=\tfrac14(1+r^2),\qquad r^2-4r+1=0,\qquad r=2-\sqrt3 .
\end{equation}
The other root, $2+\sqrt3=1/r$, exceeds one. The first form can be iterated by hand. Starting from $r=0$ it gives $0.2500$, the overlap itself, then $0.2656$ and $0.2676$, on the way to $0.2679$.

For a general real overlap $0<s<\tfrac12$ between nearest compact states only, $S=1+2s\cos k$, and the same argument gives
\begin{equation}
r=s(1+r^2),\qquad r=\frac{1-\sqrt{1-4s^2}}{2s}.
\end{equation}
For small $s$ this is $r= s+s^3+\dots$, so the overlap is a fair first estimate of the decay factor. As $s\to\tfrac12$, $r\to1$ and the exponential decay is lost, because $S(\pi)=1-2s$ vanishes and the compact states cease to be independent at $k=\pi$. The sawtooth value $s=\tfrac14$ lies far from that limit.

\section{From the rate to the tails}

Symmetric orthogonalization defines $|W_n\rangle=\sum_m|V_m\rangle(S^{-1/2})_{mn}$. These states are orthonormal since $S^{-1/2}SS^{-1/2}=1$. By translation it is enough to study
\begin{equation}
|W_0\rangle=\sum_m c_m|V_m\rangle,\qquad c_m=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{e^{ikm}}{\sqrt{S(k)}},\qquad c_{-m}=c_m .
\end{equation}
Insert (\ref{fac}) and expand each factor with $(1+y)^{-1/2}=\sum_j a_j(-y)^j$, where $a_j=\binom{2j}{j}4^{-j}$. For $m\ge0$ the integral keeps products in which one factor supplies the power $j$ and the other $j+m$:
\begin{equation}
c_m=\sqrt{4r}\,(-r)^m\sum_{j\ge0}a_j\,a_{j+m}\,r^{2j}.
\label{series}
\end{equation}

\textbf{Near the centre.} Since $r^2\approx0.07$, the term $j=0$ dominates, and $a_m/a_{m-1}=(2m-1)/(2m)$. Thus
\begin{equation}
\left|\frac{c_m}{c_{m-1}}\right|\approx r\,\frac{2m-1}{2m}.
\label{ratio}
\end{equation}
The first step multiplies the size of the coefficient by about $r/2$, the second by about $3r/4$. The full rate $r$ is approached slowly from below.

\textbf{Far away.} For large $n$, $a_n=(\pi n)^{-1/2}[1-1/(8n)+\dots]$. With $n=j+m$ and $j$ fixed,
\begin{equation}
a_{j+m}=\frac1{\sqrt{\pi m}}\left[1-\frac{j}{2m}-\frac1{8m}+O(m^{-2})\right].
\end{equation}
Write $q=r^2$. The sums needed are $\sum_ja_jq^j=(1-q)^{-1/2}$ and, by applying $q\,d/dq$, $\sum_jja_jq^j=\tfrac q2(1-q)^{-3/2}$. Therefore
\begin{align}
\sum_ja_ja_{j+m}q^j&=\frac{1}{\sqrt{\pi m(1-q)}}\left[1-\frac1{8m}-\frac{q}{4m(1-q)}+\dots\right]\nonumber\\
&=\frac{1}{\sqrt{\pi m(1-q)}}\left[1-\frac{1+q}{8m(1-q)}+\dots\right].
\end{align}
From the equation for $r$, $1+q=4r$; and $1-q=r(1/r-r)=2\sqrt3\,r$. The correction is then $4r/(16\sqrt3\,rm)=1/(4\sqrt3\,m)$, and the prefactor is $\sqrt{4r/(1-q)}=(2/\sqrt3)^{1/2}$:
\begin{equation}
c_m=(-r)^m\sqrt{\frac{2}{\sqrt3}}\,\frac1{\sqrt{\pi m}}\left[1-\frac1{4\sqrt3\,m}+O(m^{-2})\right].
\label{asym}
\end{equation}
The exponential comes from the position of the zero of $S$, and the power $m^{-1/2}$ from the inverse square root taken there.

\textbf{On the sites.} The site $A_m$ belongs to $V_m$ alone, while $B_m$ belongs to $V_m$ and $V_{m+1}$:
\begin{equation}
W_0(A_m)=-\frac{c_m}{\sqrt2},\qquad W_0(B_m)=\frac{c_m+c_{m+1}}2 .
\end{equation}
For the teeth, (\ref{asym}) gives $c_{m+1}/c_m=-r[1-1/(2m)+\dots]$, so
\begin{equation}
c_m+c_{m+1}=c_m(1-r)\left[1+\frac{r}{2m(1-r)}+\dots\right],\qquad \frac{r}{2(1-r)}=\frac{\sqrt3-1}{4}.
\end{equation}
The tooth lies at $x=m+\tfrac12$, hence $r^mm^{-1/2}=r^{x-1/2}x^{-1/2}[1+1/(4x)+\dots]$. Moreover $(1-r)^2/r=1/r+r-2=2$, so $(1-r)/\sqrt r=\sqrt2$. Collecting the $1/x$ terms,
\begin{equation}
\frac14+\frac{\sqrt3-1}4-\frac1{4\sqrt3}=\frac{3-1}{4\sqrt3}=\frac1{2\sqrt3}.
\end{equation}
Both kinds of site thus share one leading envelope for $x>0$:
\begin{equation}
|W_0(x)|\simeq\sqrt{\frac2{\sqrt3}}\,\frac{r^{x}}{\sqrt{2\pi x}}\times
\begin{cases}1-1/(4\sqrt3\,x)&\text{on }A,\\ 1+1/(2\sqrt3\,x)&\text{on }B.\end{cases}
\end{equation}
The function is even about $x=0$. Each further cell multiplies its amplitude by $2-\sqrt3$ and its density by $r^2=7-4\sqrt3\approx0.0718$, apart from the factors $x^{-1/2}$ and $x^{-1}$.

\section{Numbers for a model chain}

Take the round parameters $t=0.1$ eV and $a=5$ \AA. The tooth hopping is $0.1414$ eV, the flat band lies at $-0.2$ eV and the gap is $0.2$ eV. The decay constant is $\kappa=-\ln r=1.317$ per cell, so the amplitude decay length is $5/1.317=3.80$ \AA\ ($7.17$ bohr). With the tooth hopping held at $\sqrt2\,t$, this length does not depend on $t$: a larger hopping widens the gap and the upper band together.

The coefficients, beginning with $c_0=1.0546$, are as follows.
\begin{center}
\begin{tabular}{cccc}
$m$ & $c_m$ & leading form & $|c_m/c_{m-1}|$\\
1 & $-0.1426$ & $-0.1625$ & 0.135\\
2 & $0.02875$ & $0.03078$ & 0.202\\
4 & $0.001509$ & $0.001563$ & 0.235\\
6 & $8.95\times10^{-5}$ & $9.16\times10^{-5}$ & 0.246
\end{tabular}
\end{center}
The first ratio is within 1\% of $r/2$, the value given by (\ref{ratio}); at $m=4$ that formula gives $0.268\times7/8=0.234$. Fitting a pure exponential to these few cells would give too fast a decay. The leading form of (\ref{asym}) is 14\% above the true coefficient at $m=1$ and 3.6\% above it at $m=4$.

At the centre, $W_0(A_0)=-0.7457$ and $W_0(B_0)=W_0(B_{-1})=0.4560$. The three original sites hold
\begin{equation}
0.7457^2+2\times0.4560^2=0.972
\end{equation}
of the density, so orthogonalization moves less than 3\% of it outside. On $A_4$ the amplitude is $-0.00107$. The bare factor $r^4=0.0052$ would overestimate its size almost fivefold, while the envelope without its correction gives $0.0015626/\sqrt2=0.00110$. The amplitude on $A$ sites first drops below $0.001$ at $m=5$, which is 25 \AA\ from the centre.

The power law needs a longer range to show itself. After division by $r^m$, the coefficients at $m=80$ and $m=160$ give an effective power of $-0.4987$. The difference from $-\tfrac12$ is the correction in (\ref{asym}), which contributes $1/(4\sqrt3\cdot160\ln2)=0.0013$.

\section{What belongs to the band, and what to the choice}

A band has many sets of Wannier functions, so it matters which parts of this answer survive another choice. The projector $P$ on the band is the same for all of them. In the Bloch sum of the $V_n$ the $A$ amplitude is $-1/\sqrt2$ and the squared norm is $S$, so
\begin{equation}
\langle A_m|P|A_0\rangle=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{e^{ikm}}{2S(k)}
=2r(-r)^{|m|}\sum_{j\ge0}r^{2j}=\frac{2r(-r)^{|m|}}{1-r^2}=\frac{(-r)^{|m|}}{\sqrt3}.
\label{proj}
\end{equation}
The geometric series follows from (\ref{fac}), as before. Here the zero of $S$ enters as a simple pole and there is no power law.

This sets a limit on every set of orthonormal Wannier functions made of translated copies. Suppose their amplitudes on the $A$ sites were bounded by $C\rho^{|m|}$ on both sides, with $\rho<r$. Since $P$ is the sum over all copies,
\begin{equation}
|\langle A_m|P|A_0\rangle|\le C^2\sum_l\rho^{|m-l|+|l|}=C^2\rho^{|m|}\left[|m|+1+\frac{2\rho^2}{1-\rho^2}\right].
\end{equation}
The $|m|+1$ terms with $l$ between $0$ and $m$ each give $\rho^{|m|}$; the rest form two geometric series. For large $|m|$ the bound lies below (\ref{proj}), a contradiction. No choice beats the rate $r$ on both sides.

One side can be improved. Instead of dividing the Bloch sum by $\sqrt S$, divide it by one factor of (\ref{fac}), $(1+re^{ik})/\sqrt{4r}$, whose squared modulus is also $S$. The resulting functions are orthonormal, with coefficients $\sqrt{4r}(-r)^m$ on one side of the centre and zero on the other. They are what Gram--Schmidt orthogonalization produces far from the end where it starts. One tail is a pure exponential and the other is absent. The factor $x^{-1/2}$ is therefore a property of the symmetric functions, not of the band.

The symmetric choice has its own merit. With the site positions in the phases, its normalized Bloch vector on $(A,B)$ is real:
\begin{equation}
u(k)=\frac1{\sqrt{S}}\begin{pmatrix}-1/\sqrt2\\ \cos(k/2)\end{pmatrix}=\begin{pmatrix}-\cos\theta\\ \sin\theta\end{pmatrix},\qquad \tan\theta=\sqrt2\cos\frac k2 .
\end{equation}
The position operator acts on it as $i\,d/dk$. Because $u$ is real and normalized, $u\cdot u'=0$; the mean position is zero and the variance is the average of $|u'|^2=\theta'^2$ over $k$. Another choice multiplies $u$ by a phase $e^{i\varphi(k)}$. The cross term vanishes, so this adds the variance of $\varphi'$ over the zone, which is not negative. The symmetric functions thus have the least position variance. Its value follows from
\begin{equation}
\theta'=-\frac{\sin(k/2)}{\sqrt2\,(2+\cos k)},\qquad
\theta'^2=\frac{1-\cos k}{4(2+\cos k)^2}=\frac14\left[\frac{3}{(2+\cos k)^2}-\frac1{2+\cos k}\right].
\end{equation}
The average of $1/(b+\cos k)$ is $(b^2-1)^{-1/2}$ for $b>1$, and minus its derivative with respect to $b$ is $b(b^2-1)^{-3/2}$. At $b=2$,
\begin{equation}
\frac{\langle x^2\rangle}{a^2}=\frac14\left[3\cdot\frac{2}{3\sqrt3}-\frac1{\sqrt3}\right]=\frac1{4\sqrt3}.
\end{equation}
For $a=5$ \AA\ this is $3.61$ \AA$^2$, against $4.58$ \AA$^2$ for the Gram--Schmidt function. A single compact state has $2\cdot\tfrac14\cdot(a/2)^2=a^2/8=3.13$ \AA$^2$, which is smaller, but it is not orthogonal to its neighbours.

\section{When the chain is not perfectly tuned}

The ratio $\sqrt2$ of the hoppings is a tuning condition. Translation and reflection symmetry both survive if the tooth hopping takes another value $t'$, so they do not enforce it. With $g=(t'/t)^2$, the Bloch matrix has diagonal elements $2t\cos k$ and $0$ and an off-diagonal element of squared modulus $2t'^2(1+\cos k)$. Hence
\begin{equation}
(E_2-E_1)^2=4t^2\left[\cos^2k+2g(1+\cos k)\right],
\end{equation}
which vanishes at $\cos k=-g\pm\sqrt{g(g-2)}$. At $g=2$ the two roots coincide at $-2$. For $t'=\sqrt2\,t(1+\delta)$ with small $\delta$, $g\approx2+4\delta$ and $\cos k\approx-2\pm\sqrt{8\delta}$. Setting $k=\pi+i\kappa$ gives $\cosh\kappa=-\cos k$, and since $\sinh\kappa=\sqrt3$ at the tuned point,
\begin{equation}
\kappa\approx\ln(2+\sqrt3)\mp\eta,\qquad \eta=\sqrt{8\delta/3}.
\end{equation}
For small $\delta>0$ the decay constant changes as the square root of the detuning, and the smaller $\kappa$ governs the far tail. For $\delta<0$ the shift $\eta$ is imaginary: at this order the tail acquires a slow oscillation, and its rate is unchanged.

Let the tooth hopping be 1\% too large, with $t$ and $a$ held fixed. The lower band acquires a width of $2.67$ meV, small beside the gap. The estimate $\eta=0.163$ gives a far decay factor $0.268\,e^{0.163}=0.315$; the unexpanded roots give $0.313$. Diagonalizing the detuned bands and comparing the projector at 20 and 21 cells, with a factor $m^{-1/2}$ removed, gives $0.312$. That factor appears because the double root has split: the projector now contains the inverse square root of a simple zero. The power $x^{-1/2}$ of the symmetric Wannier function is likewise special to the tuned point: for $\delta>0$ the real Bloch amplitude on $A$ is the square root of the projector weight, so it carries the inverse fourth root of that zero and the far tail has the power $x^{-3/4}$.

The slower decay becomes visible only when $m\eta$ is of order one, here at about six cells. The projector element between $A$ sites changes by 0.5\% at $m=1$, grows by 11\% at $m=5$ and by 61\% at $m=10$, where it is only about $10^{-6}$. For the projector, the tuned result is therefore robust over the first few cells, where the elements are largest, and delicate for the asymptotic rate. Site-energy differences, further hoppings and interactions are outside this estimate. The remaining values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
base hopping t = 0.100 eV
tooth hopping = 0.1414 eV
cell length a = 5.00 angstrom
flat-band energy = -0.2000 eV
gap to upper band = 0.2000 eV
neighbour overlap = 0.2500
iterates for r = 0.2500, 0.2656, 0.2676
decay factor r per cell = 0.267949
density factor r^2 per cell = 0.071797
decay constant = 1.31696 per cell
amplitude decay length = 3.797 angstrom
amplitude decay length = 7.175 bohr
c_0 = 1.054649
m=1: c_m = -1.4261e-01, leading asymptotic = -1.6245e-01, |c_m/c_(m-1)| = 0.1352
m=2: c_m = 2.8749e-02, leading asymptotic = 3.0779e-02, |c_m/c_(m-1)| = 0.2016
m=3: c_m = -6.4294e-03, leading asymptotic = -6.7337e-03, |c_m/c_(m-1)| = 0.2236
m=4: c_m = 1.5088e-03, leading asymptotic = 1.5626e-03, |c_m/c_(m-1)| = 0.2347
m=5: c_m = -3.6409e-04, leading asymptotic = -3.7449e-04, |c_m/c_(m-1)| = 0.2413
m=6: c_m = 8.9469e-05, leading asymptotic = 9.1601e-05, |c_m/c_(m-1)| = 0.2457
m=0: Wannier amplitude A = -7.4575e-01, B = 4.5602e-01
m=1: Wannier amplitude A = 1.0084e-01, B = -5.6931e-02
m=2: Wannier amplitude A = -2.0329e-02, B = 1.1160e-02
m=3: Wannier amplitude A = 4.5463e-03, B = -2.4603e-03
m=4: Wannier amplitude A = -1.0669e-03, B = 5.7237e-04
weight on three central sites = 0.97205
first cell with |A amplitude| < 0.001: m = 5
its distance = 25.0 angstrom
power of m measured from m=80 to 160 = -0.4987
|c_161/c_160| = 0.267117
1/x correction on A = -0.1441, on B = 0.2883
variance, symmetric = 3.6084 angstrom^2
variance, Gram-Schmidt = 4.5753 angstrom^2
variance, compact state = 3.1250 angstrom^2
tooth hopping excess = 1.0 %
lower-band width with excess = 2.668 meV
far decay factor with excess = 0.3130 per cell
same, measured from projector = 0.3120 per cell
P_AA at m=1: tuned -1.5470e-01, with excess -1.5395e-01
P_AA at m=2: tuned 4.1452e-02, with excess 4.1598e-02
P_AA at m=5: tuned -7.9745e-04, with excess -8.8468e-04
P_AA at m=10: tuned 1.1014e-06, with excess 1.7679e-06
\end{verbatim}
